# Closure of the CCSD Equations with FCI Triples and Quadruples: verification in Python

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Result under test: if the connected triples T3 and quadruples T4 of a full-CI
(FCI) state are inserted in the coupled-cluster singles and doubles equations,
these equations close, and their solution has the FCI amplitudes and energy.

Symbols: Phi = reference determinant; C = CI vector with C[Phi] = 1;
T = cluster vector with exp(T) Phi = C; rank = number of excited electrons;
E = energy. The vector element of T at a determinant is the amplitude of the
excitation operator that makes this determinant from Phi with a plus sign.
Model: HCl, 6-31G, RHF orbitals, 6 electrons in 9 orbitals, the rest frozen.
Internal energies are in hartree, printed ones in eV unless labelled.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import LinearOperator, eigsh
from pyscf import gto, scf, cc, mcscf
from pyscf.fci import cistring, direct_spin1

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10      # in angstrom
norm = np.linalg.norm

# ---------------------------------------------------------------- molecule
bond = 2.4                                            # angstrom
norb, nspin, nfrozen = 9, 3, 6
mol = gto.M(atom=[["Cl", (0, 0, 0)], ["H", (0, 0, bond / BOHR)]],
            unit="Bohr", basis="6-31g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.max_cycle = 200
mf.kernel()
assert mf.converged
cas = mcscf.CASCI(mf, norb, 2 * nspin)
assert cas.ncore == nfrozen and mf.mo_coeff.shape[1] == norb + nfrozen
h1, e_core = cas.get_h1eff()
h2 = direct_spin1.absorb_h1e(h1, cas.get_h2eff(), norb, (nspin, nspin), 0.5)
link = cistring.gen_linkstr_index_trilidx(range(norb), nspin)

# -------------------------------------- excitation algebra for one spin
strings = sorted(sum(1 << p for p in occ)
                 for occ in combinations(range(norb), nspin))
address = {s: k for k, s in enumerate(strings)}
nstr = len(strings)
ndet = nstr * nstr


def move_electron(string, a, i):
    """Apply a+_a a_i to an occupation string: (new string, sign)."""
    if not (string >> i) & 1 or (string >> a) & 1:
        return None, 0
    low, high = min(a, i), max(a, i)
    between = sum((string >> p) & 1 for p in range(low + 1, high))
    return string ^ (1 << i) ^ (1 << a), (-1) ** between


def excite(label, string):
    """Apply the excitation that leads from the reference to label."""
    holes = [i for i in range(nspin) if not (label >> i) & 1]
    particles = [a for a in range(nspin, norb) if (label >> a) & 1]
    sign = 1
    for a, i in zip(particles, holes):
        string, s = move_electron(string, a, i)
        if s == 0:
            return None, 0
        sign *= s
    return string, sign


table = []
for left_string in strings:
    phase = excite(left_string, strings[0])[1]
    for right_string in strings:
        new, s = excite(left_string, right_string)
        if s:
            table.append((address[new], address[left_string],
                          address[right_string], s * phase))
target1, left1, right1, sign1 = np.array(table).T


def pair(x):
    return (x[:, None] * nstr + x[None, :]).ravel()


# ------------------------------------- both spins: a product is a sparse matrix
target, left, right = pair(target1), pair(left1), pair(right1)
sign = np.outer(sign1, sign1).ravel().astype(float)
order = np.argsort(target, kind="stable")
left, sign = left[order], sign[order]
right = right[order].astype(np.int32)
indptr = np.concatenate(
    ([0], np.cumsum(np.bincount(target, minlength=ndet)))).astype(np.int32)
rank1 = np.array([sum((s >> a) & 1 for a in range(nspin, norb))
                  for s in strings])
rank = (rank1[:, None] + rank1[None, :]).ravel()
eps = mf.mo_energy[nfrozen:]
eps1 = np.array([sum(eps[p] for p in range(norb) if (s >> p) & 1)
                 for s in strings])
gap = (eps1[:, None] + eps1[None, :]).ravel() - 2 * eps1[0]
sd = np.flatnonzero((rank == 1) | (rank == 2))
phi = np.zeros(ndet)
phi[0] = 1.0


def operator(t):
    """Matrix of the excitation operator whose amplitudes are t."""
    return csr_matrix((sign * t[left], right, indptr), shape=(ndet, ndet))


def apply_h(v):
    w = direct_spin1.contract_2e(h2, v.reshape(nstr, nstr), norb,
                                 (nspin, nspin), (link, link))
    return np.asarray(w).ravel()


def part(v, *ranks):
    return np.where(np.isin(rank, ranks), v, 0.0)


def exponential(matrix, v, factor=1.0):
    """exp(factor*matrix) v; the series ends because only 6 electrons move."""
    total, term = v.copy(), v
    for k in range(1, 2 * nspin + 1):
        term = factor * (matrix @ term) / k
        total = total + term
    return total


def transformed(t):
    """exp(-T) H exp(T) Phi in the whole determinant space."""
    matrix = operator(t)
    return exponential(matrix, apply_h(exponential(matrix, phi)), -1.0)


def lowest_state(max_rank):
    """Lowest CI state with excitations up to max_rank, with C[Phi] = 1."""
    keep = np.flatnonzero(rank <= max_rank)

    def matvec(x):
        v = np.zeros(ndet)
        v[keep] = np.ravel(x)
        return apply_h(v)[keep]

    op = LinearOperator((len(keep), len(keep)), matvec=matvec, dtype=float)
    value, vector = eigsh(op, k=1, which="SA", v0=phi[keep], ncv=40, tol=1e-14)
    c = np.zeros(ndet)
    c[keep] = vector[:, 0]
    weight = c[0] ** 2
    assert weight > 0.1
    return value[0], c / c[0], weight


def connected_part(c):
    """T1..T4 from the CI coefficients by the explicit formulas."""
    c1, c2, c3, c4 = (part(c, n) for n in (1, 2, 3, 4))
    m1, m2 = operator(c1), operator(c2)
    c11 = m1 @ c1
    return (c1 + c2 - c11 / 2 + c3 - m1 @ c2 + m1 @ c11 / 3
            + c4 - m1 @ c3 - m2 @ c2 / 2 + m1 @ (m1 @ c2)
            - m1 @ (m1 @ c11) / 4)


def solve_sd(fixed):
    """Solve for T1, T2 from zero with the higher amplitudes held fixed."""
    amp, history, steps = np.zeros(len(sd)), [], []
    for iteration in range(1, 201):
        t = fixed.copy()
        t[sd] = amp
        image = transformed(t)
        if norm(image[sd]) < 1e-10:
            return t, image[0], iteration
        step = -image[sd] / gap[sd]
        history, steps = (history + [amp])[-8:], (steps + [step])[-8:]
        new = amp + step
        if len(steps) > 1:                            # Anderson acceleration
            dx = np.diff(np.array(history), axis=0).T
            df = np.diff(np.array(steps), axis=0).T
            new = new - (dx + df) @ np.linalg.lstsq(df, step, rcond=None)[0]
        amp = new
    raise RuntimeError("singles and doubles equations did not converge")


# ------------------------------------------------ FCI and its cluster analysis
e_ref = apply_h(phi)[0]
assert abs(e_ref + e_core - mf.e_tot) < 1e-8
e_fci, c_fci, weight = lowest_state(6)
x = part(c_fci, 1, 2, 3, 4, 5, 6)
x_matrix, power, t_fci = operator(x), phi, np.zeros(ndet)
for k in range(1, 7):                                 # logarithm of 1 + x
    power = x_matrix @ power
    t_fci = t_fci - (-1) ** k * power / k
assert norm(exponential(operator(t_fci), phi) - c_fci) < 1e-10
t_low = connected_part(c_fci)
assert norm(part(exponential(operator(t_low), phi) - c_fci, 0, 1, 2, 3, 4)) < 1e-10
assert norm(part(t_fci, 1, 2, 3, 4) - t_low) < 1e-10

# ---------------------------- which amplitudes enter which projected equation
residual = {}
for top in (6, 4, 3, 2):
    image = transformed(np.where(rank <= top, t_fci, 0.0))
    residual[top] = [norm(part(image, n)) for n in (1, 2, 3)]
    assert abs(image[0] - e_fci) < 1e-10              # energy needs T1, T2 only
assert max(residual[6]) < 1e-10
assert max(residual[4][:2]) < 1e-10 and residual[4][2] > 1e-8
assert residual[3][0] < 1e-10 and residual[3][1] > 1e-6
assert residual[2][0] > 1e-6

# --------------- explicit T3 and T4 terms at arbitrary singles and doubles
rng = np.random.default_rng(7)
trial = np.zeros(ndet)
trial[sd] = 0.02 * rng.standard_normal(len(sd))
t3, t4 = part(t_fci, 3), part(t_fci, 4)
change = transformed(trial + t3 + t4) - transformed(trial)
trial1 = operator(part(trial, 1))
h_t3 = apply_h(t3)
singles_terms = part(h_t3, 1)
doubles_terms = part(h_t3 + apply_h(t4) + apply_h(trial1 @ t3)
                     - trial1 @ h_t3, 2)
term_error = norm(part(change, 1, 2) - singles_terms - doubles_terms)
assert term_error < 1e-10 and norm(singles_terms) > 1e-6

# ------------------------------------------------ solve from zero amplitudes
t_cc, e_cc, n_cc = solve_sd(np.zeros(ndet))
t_3, e_3, n_3 = solve_sd(t3)
t_ec, e_ec, n_ec = solve_sd(t3 + t4)
library = cc.CCSD(mf, frozen=nfrozen)
library.conv_tol, library.conv_tol_normt, library.max_cycle = 1e-10, 1e-8, 200
library.kernel()
assert library.converged
assert abs(library.e_tot - e_cc - e_core) < 1e-7
amplitude_error = np.max(np.abs(t_ec[sd] - t_fci[sd]))
assert abs(e_ec - e_fci) < 1e-9 and amplitude_error < 1e-8
assert abs(e_cc - e_fci) > 1e-5 and abs(e_3 - e_fci) > 1e-7

# ------------------------------------------------ is the solution isolated?
low = np.flatnonzero(rank <= 2)
t_matrix = operator(t_ec)
columns = operator(exponential(t_matrix, phi))[:, sd].toarray()
image = np.array([(apply_h(np.ascontiguousarray(v)) - e_ec * v)[low]
                  for v in columns.T]).T
back = expm(-t_matrix[low][:, low].toarray())
jacobian = (back @ image)[rank[low] > 0]
direction = rng.standard_normal(len(sd))
direction /= norm(direction)
shift = np.zeros(ndet)
shift[sd] = 1e-4 * direction
numeric = (transformed(t_ec + shift) - transformed(t_ec - shift))[sd] / 2e-4
jacobian_error = norm(jacobian @ direction - numeric)
assert jacobian_error < 1e-6                          # central-difference error
sigma_min = np.linalg.svd(jacobian, compute_uv=False)[-1]
assert sigma_min > 1e-3

# ---------------------- a truncated source, and CI coefficients used by mistake
e_ci4, c_ci4, _ = lowest_state(4)
t_ci4 = connected_part(c_ci4)
_, e_ec4, n_ec4 = solve_sd(part(t_ci4, 3, 4))
assert e_ci4 > e_fci
assert abs(e_ec4 - e_ci4) < 0.01 * (e_ci4 - e_fci)
wrong = transformed(part(t_fci, 1, 2) + part(c_fci, 3, 4))
wrong_residual = norm(wrong[sd])
assert wrong_residual > 1e-4

# ---------------------------------------------------------------- output
print(f"H-Cl distance: {bond:.2f} angstrom")
print(f"correlated electrons, orbitals: {2 * nspin}, {norb}")
print(f"determinants: {ndet}; singles+doubles unknowns: {len(sd)}")
print("determinants of rank 0..6:", *np.bincount(rank))
print(f"E(RHF): {(e_ref + e_core) * EV:.5f} eV")
print(f"E(FCI): {(e_fci + e_core) * EV:.5f} eV")
print(f"E(FCI): {e_fci + e_core:.8f} hartree")
print(f"FCI correlation energy: {(e_fci - e_ref) * EV:.5f} eV")
print(f"weight of reference in FCI: {weight:.4f}")
for n in range(1, 7):
    print(f"rank {n}: norm of C {norm(part(c_fci, n)):.3e},"
          f" norm of T {norm(part(t_fci, n)):.3e}")
print("Residual norms at the FCI amplitudes (singles, doubles, triples):")
for top in (6, 4, 3, 2):
    print(f" T1..T{top} kept:", *(f"{r * EV:.2e}" for r in residual[top]), "eV")
print(f"explicit T3,T4 terms, random T1,T2: error {term_error * EV:.1e} eV")
print(f" norm of T3 term in singles: {norm(singles_terms) * EV:.3e} eV")
print(f" norm of T3,T4 terms in doubles: {norm(doubles_terms) * EV:.3e} eV")
print(f"E(CCSD): {(e_cc + e_core) * EV:.5f} eV")
print(f"CCSD minus library CCSD: {(e_cc + e_core - library.e_tot) * EV:.1e} eV")
print(f"CCSD minus FCI: {(e_cc - e_fci) * EV:.6f} eV")
print(f"with FCI T3 only, minus FCI: {(e_3 - e_fci) * EV:.6f} eV")
print(f"E(with FCI T3 and T4): {(e_ec + e_core) * EV:.5f} eV")
print(f"with FCI T3 and T4, minus FCI: {(e_ec - e_fci) * EV:.1e} eV")
print(f"largest T1,T2 deviation from FCI: {amplitude_error:.1e}")
print(f"largest T1,T2 deviation of CCSD from FCI:"
      f" {np.max(np.abs(t_cc[sd] - t_fci[sd])):.4f}")
print(f"iterations (CCSD, T3 only, T3 and T4): {n_cc}, {n_3}, {n_ec}")
print(f"smallest singular value of Jacobian: {sigma_min * EV:.4f} eV")
print(f"Jacobian against finite difference: {jacobian_error * EV:.1e} eV")
print(f"CISDTQ minus FCI: {(e_ci4 - e_fci) * EV:.3e} eV")
print(f"with CISDTQ T3,T4, minus CISDTQ: {(e_ec4 - e_ci4) * EV:.1e} eV")
print(f"with CISDTQ T3,T4, minus FCI: {(e_ec4 - e_fci) * EV:.3e} eV")
print(f"residual if C3,C4 replace T3,T4: {wrong_residual * EV:.4f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
H-Cl distance: 2.40 angstrom
correlated electrons, orbitals: 6, 9
determinants: 7056; singles+doubles unknowns: 450
determinants of rank 0..6: 1 36 414 1660 2745 1800 400
E(RHF): -12513.91405 eV
E(FCI): -12516.69660 eV
E(FCI): -459.98011597 hartree
FCI correlation energy: -2.78255 eV
weight of reference in FCI: 0.7855
rank 1: norm of C 1.604e-01, norm of T 1.604e-01
rank 2: norm of C 4.943e-01, norm of T 5.045e-01
rank 3: norm of C 3.244e-02, norm of T 2.973e-02
rank 4: norm of C 4.388e-02, norm of T 4.165e-03
rank 5: norm of C 3.955e-03, norm of T 4.884e-04
rank 6: norm of C 1.862e-03, norm of T 6.960e-05
Residual norms at the FCI amplitudes (singles, doubles, triples):
 T1..T6 kept: 6.48e-14 5.74e-14 2.12e-14 eV
 T1..T4 kept: 6.48e-14 5.74e-14 3.62e-03 eV
 T1..T3 kept: 6.48e-14 2.71e-02 2.24e-02 eV
 T1..T2 kept: 8.33e-02 1.86e-01 1.58e+00 eV
explicit T3,T4 terms, random T1,T2: error 1.5e-14 eV
 norm of T3 term in singles: 8.333e-02 eV
 norm of T3,T4 terms in doubles: 1.869e-01 eV
E(CCSD): -12516.65102 eV
CCSD minus library CCSD: -7.4e-09 eV
CCSD minus FCI: 0.045583 eV
with FCI T3 only, minus FCI: 0.005018 eV
E(with FCI T3 and T4): -12516.69660 eV
with FCI T3 and T4, minus FCI: -5.3e-11 eV
largest T1,T2 deviation from FCI: 9.8e-12
largest T1,T2 deviation of CCSD from FCI: 0.0085
iterations (CCSD, T3 only, T3 and T4): 17, 17, 17
smallest singular value of Jacobian: 0.9129 eV
Jacobian against finite difference: 6.2e-10 eV
CISDTQ minus FCI: 1.420e-03 eV
with CISDTQ T3,T4, minus CISDTQ: -5.3e-11 eV
with CISDTQ T3,T4, minus FCI: 1.420e-03 eV
residual if C3,C4 replace T3,T4: 0.3189 eV
ALL CHECKS PASSED
```
